# Barrier Lowering and the Dipole Difference in Field-Driven Dielectric Breakdown: test program

```python
# RESULT UNDER TEST
# For a smooth energy surface V(q,F), with minimum q_m(F) and saddle q_s(F),
# the barrier B(F) = V(q_s,F) - V(q_m,F) obeys
#       -dB/dF = mu(q_s,F) - mu(q_m,F),   mu = -dV/dF at fixed q.
# q = (x,y): x is the silicon displacement, y the opening of the oxygen plane.
# F is the local field, E the macroscopic field, and F = L*E.
# V is the lowest eigenvalue of a two-state electronic Hamiltonian.
# Internal units: eV, nm, V/nm, elementary charge; dipoles are in e nm.
# The barrier is found once without derivatives and once by Newton iteration.

import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.integrate import quad

# Rough model parameters
KX, KY = 900.0, 800.0              # force constants, eV/nm^2
X2, Y2 = 0.12, 0.03                # displaced-state geometry, nm
OFFSET, COUPLING = -0.30, 0.30     # state offset and coupling, eV
Z1, Z2, P2 = 2.0, 3.0, 0.05        # effective charges, e; dipole offset, e nm
PERMITTIVITY, TEMPERATURE = 2.8, 378.0
MASS_X, MASS_Y = 28.0, 48.0        # effective masses, u
E_USE, E_STRESS = 1.0, 5.0         # macroscopic fields, MV/cm

KT = const.k * TEMPERATURE / const.e
HBAR = const.hbar / const.e
LORENTZ = (PERMITTIVITY + 2.0) / 3.0
MVCM_TO_VNM = 1e6 / 1e-2 * 1e-9


def local_field(macroscopic):
    return LORENTZ * macroscopic * MVCM_TO_VNM


def hamiltonian(x, y, field):
    bonded = 0.5*KX*x*x + 0.5*KY*y*y - field*Z1*x
    displaced = (OFFSET + 0.5*KX*(x-X2)**2 + 0.5*KY*(y-Y2)**2
                 - field*(P2 + Z2*x))
    return np.array([[bonded, COUPLING], [COUPLING, displaced]])


def energy(x, y, field):
    return np.linalg.eigvalsh(hamiltonian(x, y, field))[0]


# Road one: no derivatives and no dipoles are used.
def profile(x, field):
    found = minimize_scalar(lambda y: energy(x, y, field),
                            bounds=(-0.08, 0.11), method="bounded",
                            options={"xatol": 1e-10})
    return found.fun


def direct_barrier(field):
    opts = {"xatol": 1e-10}
    low = minimize_scalar(lambda x: profile(x, field), bounds=(-0.03, 0.03),
                          method="bounded", options=opts)
    high = minimize_scalar(lambda x: -profile(x, field), bounds=(0.02, 0.10),
                           method="bounded", options=opts)
    return -high.fun - low.fun


# Road two: derivatives of the eigenvalue from electronic perturbation theory.
def response(x, y, field):
    levels, states = np.linalg.eigh(hamiltonian(x, y, field))
    ground, excited = states[:, 0], states[:, 1]
    first = np.array([[KX*x-field*Z1, KX*(x-X2)-field*Z2],
                      [KY*y, KY*(y-Y2)],
                      [-Z1*x, -(P2+Z2*x)]])
    second = np.zeros((3, 3, 2))
    second[0, 0] = KX
    second[1, 1] = KY
    second[0, 2] = second[2, 0] = [-Z1, -Z2]
    gradient = first @ ground**2
    transition = first @ (ground*excited)
    hessian = (second @ ground**2
               + 2*np.outer(transition, transition)/(levels[0]-levels[1]))
    return gradient, hessian


def follow(field, start, negative_modes):
    q = np.array(start, dtype=float)
    for partial_field in np.linspace(0.0, field, 21):
        for _ in range(60):
            gradient, hessian = response(*q, partial_field)
            step = np.linalg.solve(hessian[:2, :2], gradient[:2])
            q -= step
            if np.max(np.abs(step)) < 1e-13:
                break
    gradient, hessian = response(*q, field)
    assert np.max(np.abs(gradient[:2])) < 1e-8
    assert np.sum(np.linalg.eigvalsh(hessian[:2, :2]) < 0) == negative_modes
    return q


REORGANIZATION = 0.5*KX*X2**2 + 0.5*KY*Y2**2
CROSSING = (REORGANIZATION + OFFSET)/(2*REORGANIZATION)


def endpoints(field):
    minimum = follow(field, (0.0, 0.0), 0)
    saddle = follow(field, (CROSSING*X2, CROSSING*Y2), 1)
    return minimum, saddle


def point_data(q, field):
    gradient, hessian = response(*q, field)
    dipole = -gradient[2]
    polarizability = -hessian[2, 2]
    dipole_gradient = -hessian[:2, 2]
    motion = np.linalg.solve(hessian[:2, :2], dipole_gradient)
    relaxation = dipole_gradient @ motion
    return dipole, polarizability, relaxation, motion


def newton_barrier(field):
    minimum, saddle = endpoints(field)
    return energy(*saddle, field) - energy(*minimum, field)


def dipole_difference(field):
    minimum, saddle = endpoints(field)
    return point_data(saddle, field)[0] - point_data(minimum, field)[0]


# Slope, curvature and motion at several fields
slope_errors, curvature_errors = [], []
for macroscopic in (0.0, 2.5, E_STRESS):
    f, h = local_field(macroscopic), 0.1
    b = [direct_barrier(f+n*h) for n in (-2, -1, 0, 1, 2)]
    slope = -(b[0] - 8*b[1] + 8*b[3] - b[4])/(12*h)
    curvature = -(-b[0]+16*b[1]-30*b[2]+16*b[3]-b[4])/(12*h*h)
    qm, qs = endpoints(f)
    dm, ds = point_data(qm, f), point_data(qs, f)
    slope_errors.append(abs(slope - (ds[0]-dm[0])))
    curvature_errors.append(abs(curvature - (ds[1]+ds[2]-dm[1]-dm[2])))
    assert abs(b[2] - newton_barrier(f)) < 1e-9
    assert slope_errors[-1] < 2e-6
    assert curvature_errors[-1] < 2e-5
    small = 1e-3
    before, after = endpoints(f-small), endpoints(f+small)
    for k, data in enumerate((dm, ds)):
        moved = (after[k]-before[k])/(2*small)
        assert np.allclose(moved, data[3], rtol=1e-4, atol=1e-8)

f_use, f_stress = local_field(E_USE), local_field(E_STRESS)
b0, b_use, b_stress = [direct_barrier(f) for f in (0.0, f_use, f_stress)]
nodes, weights = np.polynomial.legendre.leggauss(6)
integral = 0.5*f_stress*sum(w*dipole_difference(0.5*f_stress*(n+1))
                            for n, w in zip(nodes, weights))
assert abs((b0-b_stress)-integral) < 1e-7

delta0 = dipole_difference(0.0)
delta_use = dipole_difference(f_use)
delta_stress = dipole_difference(f_stress)
gamma0 = LORENTZ*MVCM_TO_VNM*delta0/KT
gamma_stress = LORENTZ*MVCM_TO_VNM*delta_stress/KT
de = 0.1
gamma_direct = (direct_barrier(local_field(E_STRESS-de))
                - direct_barrier(local_field(E_STRESS+de)))/(2*de*KT)
assert abs(gamma_direct-gamma_stress) < 1e-5

qm0, qs0 = endpoints(0.0)
qmf, qsf = endpoints(f_stress)
dm0, ds0 = point_data(qm0, 0.0), point_data(qs0, 0.0)
frozen = energy(*qs0, f_stress) - energy(*qm0, f_stress)
full_curvature = ds0[1]+ds0[2]-dm0[1]-dm0[2]
frozen_curvature = ds0[1]-dm0[1]
h = 0.05
fb = [energy(*qs0, f)-energy(*qm0, f) for f in (-2*h, -h, 0, h, 2*h)]
assert abs(-(fb[0]-8*fb[1]+8*fb[3]-fb[4])/(12*h) - delta0) < 1e-5
frozen_numeric = -(-fb[0]+16*fb[1]-30*fb[2]+16*fb[3]-fb[4])/(12*h*h)
assert abs(frozen_numeric-frozen_curvature) < 1e-4
quadratic = b0 - delta0*f_stress - 0.5*full_curvature*f_stress**2
tangent_use = b_stress + delta_stress*(f_stress-f_use)
extrapolation_error = (b_use-tangent_use)/KT


# Estimates of neglected effects
def rate_factors(field):
    minimum, saddle = endpoints(field)
    masses = np.array([MASS_X, MASS_Y])*const.atomic_mass
    scale = const.e*1e18/np.sqrt(np.outer(masses, masses))
    wm2 = np.linalg.eigvalsh(response(*minimum, field)[1][:2, :2]*scale)
    ws2 = np.linalg.eigvalsh(response(*saddle, field)[1][:2, :2]*scale)
    wm, wr, wb = np.sqrt(wm2), np.sqrt(ws2[1]), np.sqrt(-ws2[0])
    prefactor = np.prod(wm)/wr/(2*np.pi)
    um, ur, ub = [HBAR*w/(2*KT) for w in (wm, wr, wb)]
    assert ub < np.pi  # the parabolic-barrier factor is finite
    quantum = (np.prod(np.sinh(um)/um)*(ur/np.sinh(ur))*(ub/np.sin(ub)))
    crossover = HBAR*wb*const.e/(2*np.pi*const.k)
    return prefactor, quantum, crossover


nu0, quantum0, crossover0 = rate_factors(0.0)
nuf, quantumf, crossoverf = rate_factors(f_stress)
product = follow(0.0, (X2, Y2), 0)
reverse = energy(*qs0, 0.0)-energy(*product, 0.0)
reverse_weight = np.exp(-(reverse-b0)/KT)
speed = np.sqrt(np.pi*const.k*TEMPERATURE/(2*MASS_X*const.atomic_mass))*1e9
lz_exponent = 2*np.pi*COUPLING**2/(HBAR*speed*KX*X2)
u = gamma0*E_STRESS
orientation = 1/np.tanh(u)-1/u
top = quad(lambda c: c*np.exp(u*(c-1)), -1, 1)[0]
bottom = quad(lambda c: np.exp(u*(c-1)), -1, 1)[0]
assert abs(orientation-top/bottom) < 1e-8
cavity = 3*PERMITTIVITY/(2*PERMITTIVITY+1)
free_path = b_stress/(E_STRESS*MVCM_TO_VNM)
debye = 1e-21/const.c


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print(f"Force constants x, y: {KX:g}, {KY:g} eV/nm^2")
print(f"Displaced-state x, y: {X2:g}, {Y2:g} nm")
print(f"State offset, coupling: {OFFSET:g}, {COUPLING:g} eV")
print(f"Effective charges, bonded and displaced: {Z1:g}, {Z2:g} e")
show("Displaced-state dipole offset", P2, "e nm")
print(f"Effective masses x, y: {MASS_X:g}, {MASS_Y:g} u")
show("Relative permittivity", PERMITTIVITY)
show("Temperature", TEMPERATURE, "K")
show("Thermal energy", KT, "eV")
show("Lorentz local-field factor", LORENTZ)
print(f"Use and stress fields: {E_USE:g}, {E_STRESS:g} MV/cm")
print(f"Local use and stress fields: {f_use:.4f}, {f_stress:.4f} V/nm")
print(f"Minimum x, y at zero field: {qm0[0]:.6f}, {qm0[1]:.6f} nm")
print(f"Saddle x, y at zero field: {qs0[0]:.6f}, {qs0[1]:.6f} nm")
print(f"Minimum x, y at stress field: {qmf[0]:.6f}, {qmf[1]:.6f} nm")
print(f"Saddle x, y at stress field: {qsf[0]:.6f}, {qsf[1]:.6f} nm")
print(f"Barrier at zero, use, stress: {b0:.6f}, {b_use:.6f}, {b_stress:.6f} eV")
print(f"Minimum and saddle dipoles, zero field: {dm0[0]:.6f}, {ds0[0]:.6f} e nm")
print(f"Dipole difference at zero, use, stress: {delta0:.6f}, "
      f"{delta_use:.6f}, {delta_stress:.6f} e nm")
show("Zero-field dipole difference", delta0*const.e*1e-9/debye, "debye")
show("Largest slope discrepancy in tests", max(slope_errors), "e nm", 2)
show("Largest curvature discrepancy in tests", max(curvature_errors),
     "e nm^2/V", 2)
show("Integrated barrier lowering to stress", integral, "eV", 6)
print(f"Fixed-geometry polarizability, min and saddle: {dm0[1]:.6f}, "
      f"{ds0[1]:.6f} e nm^2/V")
print(f"Relaxation response, min and saddle: {dm0[2]:.6f}, "
      f"{ds0[2]:.6f} e nm^2/V")
show("Full curvature of lowering, zero field", full_curvature, "e nm^2/V")
show("Frozen-path curvature, zero field", frozen_curvature, "e nm^2/V")
show("Frozen-path barrier at stress", frozen, "eV", 6)
show("Quadratic estimate of barrier at stress", quadratic, "eV", 6)
print(f"Gamma at zero and stress: {gamma0:.5f}, {gamma_stress:.5f} cm/MV")
show("Use barrier from stress-field tangent", tangent_use, "eV", 6)
show("True minus tangent log lifetime at use, barrier part", extrapolation_error)
print(f"Harmonic prefactor, zero and stress: {nu0:.4e}, {nuf:.4e} 1/s")
show("Change of log prefactor, zero to stress", np.log(nuf/nu0))
print(f"Harmonic quantum rate factor, zero and stress: {quantum0:.4f}, "
      f"{quantumf:.4f}")
print(f"Tunnelling crossover, zero and stress: {crossover0:.1f}, "
      f"{crossoverf:.1f} K")
show("Landau-Zener exponent for leaving lower surface", lz_exponent)
show("Reverse barrier at zero field", reverse, "eV")
show("Reverse/forward Boltzmann factor at zero field", reverse_weight, "", 3)
show("Random-orientation slope divided by aligned slope, stress", orientation)
show("Cavity local-field factor", cavity)
show("Zero-field gamma with cavity factor", gamma0*cavity/LORENTZ, "cm/MV")
show("Scattering-free carrier path to gain stress barrier", free_path, "nm")
print("success")
```

Output:

```
Force constants x, y: 900, 800 eV/nm^2
Displaced-state x, y: 0.12, 0.03 nm
State offset, coupling: -0.3, 0.3 eV
Effective charges, bonded and displaced: 2, 3 e
Displaced-state dipole offset: 0.05 e nm
Effective masses x, y: 28, 48 u
Relative permittivity: 2.8
Temperature: 378 K
Thermal energy: 0.032574 eV
Lorentz local-field factor: 1.6
Use and stress fields: 1, 5 MV/cm
Local use and stress fields: 0.1600, 0.8000 V/nm
Minimum x, y at zero field: 0.000253, 0.000063 nm
Saddle x, y at zero field: 0.057115, 0.014279 nm
Minimum x, y at stress field: 0.002052, 0.000068 nm
Saddle x, y at stress field: 0.056212, 0.013508 nm
Barrier at zero, use, stress: 1.277369, 1.251171, 1.149126 eV
Minimum and saddle dipoles, zero field: 0.000612, 0.165212 e nm
Dipole difference at zero, use, stress: 0.164600, 0.162876, 0.156026 e nm
Zero-field dipole difference: 7.9061 debye
Largest slope discrepancy in tests: 9.9e-12 e nm
Largest curvature discrepancy in tests: 1.9e-12 e nm^2/V
Integrated barrier lowering to stress: 0.128242 eV
Fixed-geometry polarizability, min and saddle: 0.000002, 0.009528 e nm^2/V
Relaxation response, min and saddle: 0.004507, -0.015814 e nm^2/V
Full curvature of lowering, zero field: -0.010795 e nm^2/V
Frozen-path curvature, zero field: 0.0095266 e nm^2/V
Frozen-path barrier at stress: 1.14263 eV
Quadratic estimate of barrier at stress: 1.14914 eV
Gamma at zero and stress: 0.80851, 0.76639 cm/MV
Use barrier from stress-field tangent: 1.24898 eV
True minus tangent log lifetime at use, barrier part: 0.067164
Harmonic prefactor, zero and stress: 8.7067e+12, 8.7033e+12 1/s
Change of log prefactor, zero to stress: -0.0003962
Harmonic quantum rate factor, zero and stress: 1.9254, 1.9295
Tunnelling crossover, zero and stress: 215.0, 215.4 K
Landau-Zener exponent for leaving lower surface: 18.945
Reverse barrier at zero field: 1.5762 eV
Reverse/forward Boltzmann factor at zero field: 0.000104
Random-orientation slope divided by aligned slope, stress: 0.75325
Cavity local-field factor: 1.2727
Zero-field gamma with cavity factor: 0.64313 cm/MV
Scattering-free carrier path to gain stress barrier: 2.2983 nm
success
```
